# Burstein-Moss Shift in InSb: Parabolic and Kane Bands

## Result

In InSb with $n=10^{18}$ electrons per cubic centimetre, the filled bottom of the conduction band moves the onset of absorption above the gap $E_g$. A parabolic band with the band-edge mass gives a shift of about $0.27$ eV; Kane dispersion gives about $0.17$ eV. The parabolic estimate is too large by a factor of about $1.6$ relative to the Kane value.

Let $\varepsilon_P$ and $\varepsilon_K$ be the parabolic and Kane energies of the highest filled electron state, measured from the conduction edge. In the two-band Kane model

$$\varepsilon_K\left(1+\frac{\varepsilon_K}{E_g}\right)=\varepsilon_P,\qquad \frac{\varepsilon_P}{\varepsilon_K}=1+\frac{\varepsilon_K}{E_g}.$$

The two limits, each with its first correction, are

$$\varepsilon_K\simeq\varepsilon_P-\frac{\varepsilon_P^2}{E_g}\quad(\varepsilon_P\ll E_g),\qquad
\varepsilon_K\simeq\sqrt{E_g\varepsilon_P}-\frac{E_g}{2}\quad(\varepsilon_P\gg E_g).$$

At the stated density $\varepsilon_P$ is close to $E_g$, so the parabolic limit has already failed.

## Filling and blocking

Take a single spherical conduction valley, sharp filling (low temperature) and a full valence band. In a volume $V$ the allowed wave vectors have density $V/(2\pi)^3$, and each holds two spins. A filled sphere of radius $k_F$ therefore contains

$$nV=2\,\frac{V}{(2\pi)^3}\,\frac{4\pi}{3}k_F^3=\frac{Vk_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}.$$

The dispersion does not enter: both models have the same $k_F$ and differ in the energy assigned to it.

The photon momentum is negligible, so a transition keeps $k$. From a heavy-hole band of mass $m_h$ it costs

$$\hbar\omega(k)=E_g+\varepsilon(k)+\frac{\hbar^2k^2}{2m_h}.$$

For $k<k_F$ the final state is occupied. Since $\hbar\omega(k)$ rises with $k$, the lowest allowed transition lies at $k_F$, and the shift is

$$S=\varepsilon(k_F)+\varepsilon_h,\qquad \varepsilon_h=\frac{\hbar^2k_F^2}{2m_h}.$$

The parabolic estimate uses $\varepsilon_P=\hbar^2k_F^2/(2m_c)$, with $m_c$ the mass at the band edge.

## Kane dispersion

For the cell-periodic part of a Bloch function the Hamiltonian contains $\hbar\mathbf k\cdot\mathbf p/m_0$ and the free-electron term $\hbar^2k^2/(2m_0)$. The Kane model keeps an $s$ state at energy $E_g$ and three $p$ states, with coupling $(\hbar/m_0)\langle S|p_z|Z\rangle=iP$, where $P$ is real, and likewise for $x$ and $y$. The zero of energy is the valence top.

Spin-orbit coupling is $(\Delta/3)\,\mathbf L\cdot\boldsymbol\sigma$, and the $p$ level is placed at $-\Delta/3$. With $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$,

$$\mathbf L\cdot\boldsymbol\sigma=L_z\sigma_z+L_+\sigma_-+L_-\sigma_+.$$

The model is isotropic, so choose $\mathbf k$ along $z$. The state $|L_z=1,\uparrow\rangle$ has energy $-\Delta/3+\Delta/3=0$ and no coupling to $S$. It is the heavy hole. The free-electron term alone would bend it upwards; its real downward curvature comes from bands outside the model, which is why $m_h$ is a separate input.

The states $|S\uparrow\rangle$, $|L_z=0,\uparrow\rangle$, $|L_z=1,\downarrow\rangle$ mix. Because $L_+|0\rangle=\sqrt2\,|1\rangle$, their matrix without the free-electron term is

$$\begin{pmatrix}E_g&iPk&0\\-iPk&-\Delta/3&\sqrt2\Delta/3\\0&\sqrt2\Delta/3&-2\Delta/3\end{pmatrix}.$$

Call its eigenvalue $E'$; the full energy is $E=E'+\hbar^2k^2/(2m_0)$. The lower $2\times2$ block contributes

$$\left(E'+\frac{\Delta}{3}\right)\left(E'+\frac{2\Delta}{3}\right)-\frac{2\Delta^2}{9}=E'(E'+\Delta).$$

Expanding the determinant along the first row gives

$$(E_g-E')E'(E'+\Delta)+P^2k^2\left(E'+\frac{2\Delta}{3}\right)=0,$$

or

$$E'(E'-E_g)(E'+\Delta)=P^2k^2\left(E'+\frac{2\Delta}{3}\right).$$

The opposite-spin states give the same levels by time reversal and isotropy.

Now let $\Delta$ be much larger than $|E'|$ and divide by $\Delta$. Dropping the small free-electron term as well, set $E'=E_g+\varepsilon$:

$$\varepsilon(E_g+\varepsilon)=\frac23P^2k^2.$$

At small $k$ this is $\varepsilon=2P^2k^2/(3E_g)$. Equating it to $\hbar^2k^2/(2m_c)$ fixes

$$\frac1{m_c}=\frac{4P^2}{3\hbar^2E_g}.$$

Dividing the dispersion by $E_g$ then yields

$$\varepsilon\left(1+\frac{\varepsilon}{E_g}\right)=\frac{\hbar^2k^2}{2m_c}.$$

At $k_F$ the right side is $\varepsilon_P$, which gives the relation stated at the start. The positive root is

$$\varepsilon_K=\frac{E_g}{2}\left(\sqrt{1+\frac{4\varepsilon_P}{E_g}}-1\right).$$

## Low density: the parabolic limit and its correction

Define $x=\varepsilon_K/E_g$ and $u=\varepsilon_P/E_g$. Then $x+x^2=u$, or $x=u-x^2$. To leading order $x=u$. Inserting this into the small term gives the first correction,

$$x=u-u^2+O(u^3),\qquad \varepsilon_K=\varepsilon_P-\frac{\varepsilon_P^2}{E_g}+\cdots.$$

The sign is definite. Since $x^2>0$, we have $x<u$; hence $x^2<u^2$ and $x>u-u^2$. The two approximations bracket the two-band result.

Since $\varepsilon_P\propto k_F^2\propto n^{2/3}$, the leading energy grows as $n^{2/3}$ and its correction as $n^{4/3}$. The scale is set by the density at which $u=1$:

$$n_*=\frac1{3\pi^2}\left(\frac{2m_cE_g}{\hbar^2}\right)^{3/2},\qquad u=\left(\frac n{n_*}\right)^{2/3}.$$

The full series comes from $\sqrt{1+4u}$, so it converges for $u<1/4$, that is, for $n<n_*/8$. Above that density the series diverges: just past the boundary a few terms can still improve the parabolic value, but adding more eventually makes the result worse.

## High density: the linear limit and its correction

Completing the square in $x^2+x=u$ gives $x=\sqrt{u+1/4}-1/2$. For large $u$,

$$\sqrt{u+\frac14}=\sqrt u\left(1+\frac1{4u}\right)^{1/2}
=\sqrt u+\frac1{8\sqrt u}+\cdots,$$

and therefore

$$\varepsilon_K=\sqrt{E_g\varepsilon_P}-\frac{E_g}{2}+\frac{E_g}{8}\sqrt{\frac{E_g}{\varepsilon_P}}+\cdots.$$

The leading term has a direct meaning. From the expression for $m_c$,

$$E_g\varepsilon_P=E_g\frac{\hbar^2k_F^2}{2m_c}=\frac23P^2k_F^2,
\qquad \sqrt{E_g\varepsilon_P}=\sqrt{\frac23}\,Pk_F.$$

The band has become linear in $k$, with a slope independent of the gap. The energy then grows as $n^{1/3}$.

Between the limits, differentiating $x(1+x)=u$ gives $(1+2x)\,dx=du$. Division by $x(1+x)=u$ and use of $u\propto n^{2/3}$ yield

$$\frac{d\ln\varepsilon_K}{d\ln n}=\frac23\,\frac{1+x}{1+2x},$$

which falls from $2/3$ towards $1/3$.

This high-density limit belongs to the two-band model and needs $E_g\ll\varepsilon_K\ll\Delta$. In InSb $\Delta$ is only about three times $E_g$, so no such window exists and the pure $n^{1/3}$ law is not reached. If $E'$ greatly exceeds both $E_g$ and $\Delta$, the cubic gives $E'\simeq Pk$ instead, without the factor $\sqrt{2/3}$.

## Numbers for InSb

Round parameters represent InSb at low temperature: $E_g=0.24$ eV, $m_c=0.014\,m_0$ and $m_h=0.4\,m_0$. The last is a direction average: the real heavy-hole band is warped, with masses from roughly $0.26\,m_0$ along $[100]$ to $0.56\,m_0$ along $[111]$, which spreads the hole energy below between about $0.014$ and $0.007$ eV. The density is $10^{-3}$ nm$^{-3}$, so

$$k_F=(3\pi^2\times10^{-3})^{1/3}\ \text{nm}^{-1}=0.3094\ \text{nm}^{-1}.$$

With $\hbar^2/(2m_0)=0.03810$ eV nm$^2$, a free electron at $k_F$ would have energy $0.003646$ eV. Dividing by the mass ratios gives

$$\varepsilon_P=\frac{0.003646}{0.014}=0.2605\ \text{eV},\qquad
\varepsilon_h=\frac{0.003646}{0.4}=0.0091\ \text{eV}.$$

The Kane energy is

$$\varepsilon_K=0.12\left(\sqrt{1+\frac{4\times0.2605}{0.24}}-1\right)=0.1573\ \text{eV}.$$

The shifts are

$$S_P=0.2605+0.0091=0.270\ \text{eV},\qquad
S_K=0.1573+0.0091=0.166\ \text{eV}.$$

They differ by $0.103$ eV. The electron energies have ratio $1.66$, and the whole shifts have ratio $1.62$; the common hole energy slightly dilutes the discrepancy. The absorption edge moves from $0.24$ eV ($5.17$ µm) to $0.406$ eV ($3.05$ µm) with Kane dispersion, or to $0.510$ eV ($2.43$ µm) with the parabolic band.

Here $u=0.2605/0.24=1.09$ and $n_*=10^{18}/u^{3/2}\approx8.8\times10^{17}$ cm$^{-3}$. The sample lies in the crossover, where the local density exponent is $0.478$. The low-density formula with its first correction gives $0.2605(1-1.09)$ eV, a negative energy. The high-density series gives successively

$$0.250,\qquad 0.250-0.120=0.130,\qquad 0.130+0.029=0.159\ \text{eV}.$$

Relative to $\varepsilon_K$, these are 59% high, 17% low and 1% high. The large-$u$ series is useful here even though $u$ is barely above one, because its expansion parameter is $1/(4u)$.

The next table assumes sharp filling, which at $10^{16}$ cm$^{-3}$ ($\varepsilon_K=0.0115$ eV, about $130$ K) needs temperatures well below $77$ K, and it includes the hole energy. Its fourth column is $S_P-\varepsilon_P^2/E_g$, the low-density result with its first correction.

| $n$ (cm$^{-3}$) | $S_P$ (eV) | $S_K$ (eV) | corrected (eV) |
|---|---:|---:|---:|
| $10^{16}$ | 0.0125 | 0.0120 | 0.0119 |
| $10^{17}$ | 0.0581 | 0.0489 | 0.045 |
| $10^{18}$ | 0.2696 | 0.1664 | −0.013 |

At $10^{16}$ cm$^{-3}$ the parabolic shift is 5% above the Kane value, and the correction removes most of the error. At $10^{17}$ cm$^{-3}$, just below $n_*/8\approx1.1\times10^{17}$ cm$^{-3}$, the excess is 19%, while the corrected value is 8% low. At $10^{18}$ cm$^{-3}$ the correction exceeds the term it should correct.

The parabolic electron energy exceeds the Kane value by the fraction $\varepsilon_P/\varepsilon_K-1=x$, measured relative to $\varepsilon_K$. For a 10% excess, set $x=0.1$. Then $u=0.1\times1.1=0.11$ and $n=n_*u^{3/2}\approx3\times10^{16}$ cm$^{-3}$. This is a practical upper density for the parabolic estimate with these parameters.

## Which mass?

Differentiating the Kane relation with respect to $k$ gives

$$\left(1+\frac{2\varepsilon}{E_g}\right)\frac{d\varepsilon}{dk}=\frac{\hbar^2k}{m_c}.$$

The mass defined by $m(\varepsilon)=\hbar^2k/(d\varepsilon/dk)$ is therefore

$$m(\varepsilon)=m_c\left(1+\frac{2\varepsilon}{E_g}\right).$$

At the Fermi level it is $0.0324\,m_0$, more than twice the band-edge mass. Inserting it into the parabolic formula gives $0.003646/0.0324\approx0.113$ eV, now below $\varepsilon_K=0.157$ eV.

The reason follows from

$$\varepsilon_K=\int_0^{k_F}\frac{\hbar^2k}{m(\varepsilon(k))}\,dk.$$

The mass is smaller throughout the interior of the integration range than at $k_F$. Using its final value everywhere makes the integrand too small. The resulting energy is $\varepsilon_K(1+x)/(1+2x)=\varepsilon_K(1-x+\cdots)$, whereas the band-edge mass gives $\varepsilon_K(1+x)$. To first order the two errors are equal and opposite.

## Finite spin-orbit splitting

The two-band formula assumed large $\Delta$. To judge this, take $\Delta=0.8$ eV and restore the free-electron term, keeping $m_c$ fixed. Near the conduction edge put $E'=E_g+\delta$ in the cubic and retain first order in $\delta$ and $k^2$:

$$\delta=P^2k^2\frac{E_g+2\Delta/3}{E_g(E_g+\Delta)}
=\frac{P^2k^2}{3}\left(\frac2{E_g}+\frac1{E_g+\Delta}\right).$$

Define $E_P=2m_0P^2/\hbar^2$. Adding the free-electron energy and dividing by $\hbar^2k^2/(2m_0)$ gives

$$\frac{m_0}{m_c}=1+\frac{E_P}{3}\left(\frac2{E_g}+\frac1{E_g+\Delta}\right).$$

Hence $E_P=22.73$ eV. Numerical diagonalization of the Kane matrix at $k_F$, including the free-electron term, gives an electron energy of $0.1645$ eV and a shift of $0.174$ eV. The two-band electron energy is about 4% below this value. The parabolic shift still exceeds the finite-$\Delta$ shift by a factor of $1.55$.

The same calculation places the light-hole threshold $0.294$ eV above the gap. It is higher than the heavy-hole threshold because the light-hole band falls more steeply. In the two-band limit the roots of $E'(E'-E_g)=2P^2k^2/3$ sum to $E_g$, so the light hole lies at $-\varepsilon_K$ and its threshold shift is $2\varepsilon_K$. Heavy holes therefore set the onset.

## A smaller gap at room temperature

Now take $E_g=0.18$ eV at $300$ K with the same two-band $P$. Since $m_c\propto E_g$ at fixed $P$, the mass becomes $0.014\times0.18/0.24=0.0105\,m_0$. Sharp filling would give $\varepsilon_P=0.347$ eV and $\varepsilon_K=0.1757$ eV.

The high-density expansion explains the contrast with the colder case. Its leading term, $\sqrt{2/3}\,Pk_F=0.250$ eV, is unchanged. The term $-E_g/2$ rises from $-0.120$ to $-0.090$ eV while the next term falls from $0.029$ to $0.016$ eV, so together they raise $\varepsilon_K$ by only about $0.02$ eV. The parabolic energy instead grows as $1/E_g$.

Temperature also smears the occupation $f$. With a full valence band, absorption is reduced by the factor $1-f$, which equals one half at the chemical potential $\mu$. This half-blocking point replaces the sharp threshold.

Let $g$ be the density of states per unit energy and volume, and $G$ its integral from the band edge. Integrating $n=\int gf\,d\varepsilon$ by parts gives $n=\int G(-f')\,d\varepsilon$. The function $-f'$ is an even peak about $\mu$, with mean square width

$$(k_BT)^2\,4\int_0^\infty\frac{t\,dt}{e^t+1}=\frac{\pi^2}{3}(k_BT)^2.$$

Expanding $G$ about $\mu$, and neglecting the exponentially small tail below the band edge, gives

$$n\simeq G(\mu)+\frac{\pi^2}{6}(k_BT)^2g'(\mu).$$

Sharp filling has $n=G(\varepsilon_F)$, where $\varepsilon_F$ is its highest occupied energy. To first order in $\mu-\varepsilon_F$,

$$\mu\simeq\varepsilon_F-\frac{\pi^2}{6}(k_BT)^2\frac{g'(\varepsilon_F)}{g(\varepsilon_F)}.$$

For the Kane band put $\gamma=\varepsilon(1+\varepsilon/E_g)$. Since $k\propto\sqrt\gamma$ and $g\propto k^2\,dk/d\varepsilon$, we have $g\propto\sqrt\gamma\,\gamma'$ and

$$\frac{g'}g=\frac{\gamma'}{2\gamma}+\frac{\gamma''}{\gamma'}.$$

At $\varepsilon_F=0.1757$ eV this is about $8.0$ eV$^{-1}$. With $k_BT=0.0259$ eV, $\mu$ falls by about $0.009$ eV to $0.167$ eV. Solving $n=\pi^{-2}\int k^2f\,dk$ numerically, with trapezoidal quadrature and a root search, also gives $0.167$ eV. The parabolic band gives $0.346$ eV by the same method.

Adding the hole energy at the wave number where $\varepsilon(k)=\mu$ gives half-blocking shifts of $0.175$ eV for Kane and $0.355$ eV for parabolic dispersion. Their ratio is $2.02$. In this two-band model with fixed $P$, thermal smearing does not rescue the parabolic estimate, and the smaller gap makes it worse. A finite $\Delta$ lowers the ratio somewhat, to about $1.9$ for $\Delta=0.8$ eV with $E_P=22.73$ eV held fixed, where the band-edge mass becomes $0.0108\,m_0$. Both ratios assume that the mass follows the full thermal drop of the optical gap, which need not hold in real InSb. If the gap controlling the mass and the nonparabolicity were $0.215$ eV, the two-band mass would be $0.0125\,m_0$ and the ratio about $1.8$.

## What the estimate leaves out

Many-body gap narrowing, impurity-band effects and excitons are omitted. Gap narrowing lowers the actual edge, so the net displacement from the undoped edge is smaller than $S$. If the narrowing is rigid, it lowers both predicted edges equally and leaves their $0.103$ eV low-temperature difference intact. The numbers are model estimates for InSb, not predictions accurate to every printed digit.
